Hermite Gaussians: the multiplication rule and the vanishing integrals

**1. Plain powers and an alternative**

An overlap integral between two Cartesian Gaussians on different centres contains a product such as

(x − A)² exp[−a(x − A)²] · (x − B) exp[−b(x − B)²].

The two exponentials merge into one Gaussian about an intermediate point P. The natural next move is to write the polynomial in powers of x − P and integrate. Each even power that appears with a nonzero coefficient then contributes, with its own moment. This is exact, but it needs a separate moment for each even power.

A different choice of functions reduces the integral to a single term. Powers times a Gaussian can be replaced by derivatives of a Gaussian with respect to its centre. Of these, the underived Gaussian alone has a nonzero integral over the line, so the overlap needs one coefficient. For this to be useful, we must also know how to multiply such a derivative by x − P. Section 8 builds the overlap from these two facts and the merging of the exponentials; this construction is the overlap part of the McMurchie–Davidson scheme.

**2. Definition and conventions**

Let p > 0 and let P be real. Write

x_P = x − P,

Λ_t(x) = (∂/∂P)^t exp(−p x_P²), t = 0, 1, 2, …

The derivative acts on P while x and p are held fixed. The functions are not normalized. Since Λ_0 is a pure number and each derivative divides by a length, Λ_t has the dimension length^(−t).

The claims are, for every real x,

x_P Λ_t = Λ_(t+1)/(2p) + t Λ_(t−1), (1)

with the last term absent when t = 0, and, over the whole line,

∫ Λ_t dx = √(π/p) for t = 0, and 0 for t ≥ 1. (2)

**3. Centre derivatives are position derivatives with a sign**

The Gaussian depends on x and P only through x − P. For any differentiable function f(x − P), the chain rule gives

∂f/∂P = −f′(x − P) = −∂f/∂x.

The derivative f′ is again a function of x − P, so the argument can be repeated. Hence each Λ_t depends on x − P alone, and

Λ_(t+1) = ∂Λ_t/∂P = −∂Λ_t/∂x. (3)

We also need the behaviour far from the centre. Suppose Λ_t = h_t(x_P) Λ_0 with h_t a polynomial of degree t. This holds for t = 0 with h_0 = 1. Since ∂Λ_0/∂x = −2p x_P Λ_0, equation (3) gives

Λ_(t+1) = −h_t′ Λ_0 + 2p x_P h_t Λ_0,

so that

h_(t+1) = 2p x_P h_t − h_t′.

The first term has degree t + 1 and the second has lower degree, so h_(t+1) is a polynomial of degree t + 1. By induction, every Λ_t is a polynomial of degree t times a Gaussian. Because p > 0, the Gaussian falls faster than any power grows, and Λ_t → 0 as x → ±∞.

The first members are

Λ_1 = 2p x_P Λ_0,

Λ_2 = (4p² x_P² − 2p) Λ_0.

The name comes from the Hermite polynomials, H_t(y) = (−1)^t exp(y²) (d/dy)^t exp(−y²). With y = √p x_P we have ∂/∂x = √p d/dy, and applying (3) t times gives

Λ_t = (−1)^t p^(t/2) (d/dy)^t exp(−y²) = p^(t/2) H_t(y) exp(−y²).

**4. The multiplication rule**

Start from the first derivative,

Λ_1 = 2p x_P Λ_0,

and differentiate both sides t times with respect to P. The left side becomes Λ_(t+1). On the right we need the t-th derivative of a product, which Leibniz's rule supplies:

(∂/∂P)^t (x_P Λ_0) = Σ_k C(t,k) [(∂/∂P)^k x_P] [(∂/∂P)^(t−k) Λ_0],

where C(t,k) is the binomial coefficient and k runs from 0 to t. The factor x_P = x − P is linear in P:

- for k = 0 it is x_P, with C(t,0) = 1;
- for k = 1 its derivative is −1, with C(t,1) = t;
- for k ≥ 2 its derivatives vanish.

Two terms are left, and

Λ_(t+1) = 2p [x_P Λ_t − t Λ_(t−1)]. (4)

Division by 2p gives Λ_(t+1)/(2p) = x_P Λ_t − t Λ_(t−1). Moving the last term to the other side gives (1). The minus sign from ∂x_P/∂P has become a plus sign. For t = 0 there is no k = 1 term, which is why the last term is then absent.

Multiplication by x_P therefore connects Λ_t to its two neighbours and to nothing else. Read as (4), the same relation generates the functions upwards from Λ_0.

**5. The integrals**

For t = 0, call the integral I. Its square is an integral over a plane, which polar coordinates make elementary:

I² = ∫∫ exp[−p(u² + v²)] du dv
= 2π ∫₀^∞ r exp(−p r²) dr
= 2π · 1/(2p)
= π/p.

The integrand of I is positive, so I = √(π/p).

For t ≥ 1, equation (3) says that Λ_t is minus the x derivative of Λ_(t−1). On any interval from c to d,

∫_c^d Λ_t dx = −[Λ_(t−1)(d) − Λ_(t−1)(c)] = Λ_(t−1)(c) − Λ_(t−1)(d). (5)

Let c → −∞ and d → +∞. Both boundary values vanish by section 3, and (2) follows. No derivative had to be exchanged with an integral.

There is a simple picture behind this. Regard Λ_0 as a charge distribution. Moving its centre does not change its total charge, so the rate of change of the distribution with P carries no net charge. The same holds for every further derivative.

**6. Cancellation, and where the zero is lost**

For odd t the function Λ_t is odd about P, and the zero could have been read off from symmetry. For even t ≥ 2 it is even about P, and the zero comes from a balance of positive and negative areas.

Take t = 2. The factor 4p² x_P² − 2p vanishes at x_P = ±w with w = 1/√(2p), and Λ_2 is negative between these points. By (5), and because Λ_1 is odd about P, the central area is

Λ_1(P − w) − Λ_1(P + w) = −2 Λ_1(P + w) = −4p w exp(−p w²).

Here p w² = 1/2 and 4p w = 4p/√(2p) = 2√(2p), so

central area = −2√(2p) exp(−1/2).

The total is zero, so the two outer regions together contribute +2√(2p) exp(−1/2).

The result can fail if the range is cut: by (5) the integral is then the difference of the boundary values of Λ_(t−1), which need not vanish. On the half line from P to infinity, (5) gives

∫_P^∞ Λ_1 dx = Λ_0(P) − 0 = 1,

whatever the value of p. It can also fail if the integrand carries a weight. For powers of x_P we can find the lowest power that gives a nonzero integral. Define, over the whole line,

M(k,t) = ∫ x_P^k Λ_t dx.

For k ≥ 1, use (1) on one factor x_P:

M(k,t) = M(k−1,t+1)/(2p) + t M(k−1,t−1). (6)

We show by induction on k that M(k,t) = 0 whenever t > k, and that M(k,k) = k! √(π/p). For k = 0 this is (2). Assume it for k − 1 and take t ≥ k. The first term of (6) vanishes because t + 1 > k − 1. This leaves

M(k,t) = t M(k−1,t−1).

If t > k, then t − 1 > k − 1 and the right side is zero. If t = k, it equals k · (k−1)! √(π/p) = k! √(π/p). This completes the induction.

In the charge picture, Λ_1 has no net charge but has a dipole moment, and Λ_2 has neither but has a second moment. In general the lowest nonzero moment of Λ_t about P is the t-th.

The same relation gives the moments of plain powers. Setting k = 2 and t = 0 in (6) gives

∫ x_P² Λ_0 dx = M(1,1)/(2p) = √(π/p)/(2p), (7)

which is not zero.

**7. Three dimensions**

With r = (x, y, z) and centre P = (P_x, P_y, P_z), the s Gaussian factorizes, because |r − P|² is a sum of three squares. A derivative with respect to P_x acts on the x factor alone, and likewise for the others. Therefore

Λ_tuv(r) = Λ_t(x) Λ_u(y) Λ_v(z),

where each factor has its own centre coordinate. The integral over all space is the product of three integrals of type (2). It equals (π/p)^(3/2) when t = u = v = 0. If any index is positive, one factor is zero and so is the whole integral.

**8. From a product of two Gaussians to one coefficient**

Let a and b be positive exponents at centres A and B. Set

p = a + b, P = (aA + bB)/p, μ = ab/p.

Expanding the sum of the two exponents and completing the square gives

a(x − A)² + b(x − B)²
= p x² − 2(aA + bB)x + aA² + bB²
= p(x − P)² + aA² + bB² − pP².

The constant part is

aA² + bB² − (aA + bB)²/p
= [(a + b)(aA² + bB²) − (aA + bB)²]/p
= [ab A² + ab B² − 2ab AB]/p
= μ(A − B)².

The product of the two s Gaussians is thus K Λ_0 with K = exp[−μ(A − B)²]. From here on K is a fixed number, and the Λ_t are fixed functions of x. The P derivative in their definition does not act on K.

Suppose a product has been written as Σ E_t Λ_t and must be multiplied by x − A. Since x − A = x_P + (P − A), rule (1) gives

(x − A) Σ E_t Λ_t = Σ E_t [Λ_(t+1)/(2p) + t Λ_(t−1) + (P − A) Λ_t].

Now collect everything that multiplies one given Λ_t. The first term supplies it from index t − 1, the second from index t + 1 with the factor t + 1, and the third from index t. The new coefficients are

E′_t = E_(t−1)/(2p) + (P − A) E_t + (t + 1) E_(t+1), (8)

where coefficients outside the existing range are zero. Multiplication by x − B follows the same rule with P − B in place of P − A.

Begin with E_0 = K and apply (8) once for each factor x − A or x − B. When all factors are in place, integrate. By (2) the overlap is

S = E_0 √(π/p). (9)

The higher coefficients of the finished product drop out of S. They cannot all be discarded earlier, because (8) feeds E_1 into the next E_0. Each multiplication lowers an index by at most one, so with m factors still to come, only the E_t with t ≤ m can reach the final E_0.

If the centres coincide, then P = A = B and K = 1, and the middle term of (8) vanishes. Each multiplication then changes the parity of the indices present. An odd total number of factors leaves E_0 = 0, and the overlap vanishes, as the odd integrand requires.

**9. A worked overlap**

Take round model parameters, with lengths in bohr (a0) and exponents in a0⁻²:

a = 0.9 a0⁻², b = 0.6 a0⁻², A = 0, B = 1 a0.

Then

p = 0.9 + 0.6 = 1.5 a0⁻²,
P = (0.9 · 0 + 0.6 · 1)/1.5 = 0.4 a0,
μ = 0.9 · 0.6/1.5 = 0.36 a0⁻²,
K = exp(−0.36) = 0.697676.

*The multiplication rule at one point.* At x = 1.1 a0 we have x_P = 0.7 a0. Direct differentiation gives Λ_1 = 1.006961 a0⁻¹, Λ_2 = 0.676103 a0⁻² and Λ_3 = −4.621953 a0⁻³. For t = 2 the left side of (1) is

0.7 · 0.676103 = 0.473272 a0⁻¹,

and the right side is

−4.621953/3 + 2 · 1.006961 = −1.540651 + 2.013923 = 0.473272 a0⁻¹,

where the terms are computed from unrounded values, so a last digit can differ by one from the arithmetic shown.

*The areas of Λ_2.* Its zeros lie at x_P = ±0.577 a0. Quadrature gives −2.101 a0⁻¹ between them and +2.101 a0⁻¹ outside, in agreement with section 6.

*The product.* We want the overlap of (x − A)² exp[−a(x − A)²] with (x − B) exp[−b(x − B)²]. Here 2p = 3 a0⁻², P − A = 0.4 a0 and P − B = −0.6 a0. In the lines below E_t carries the unit a0^(n+t), where n is the number of factors multiplied in so far. The results come from unrounded values, so the last digit can differ by one from the arithmetic shown.

First factor x − A, starting from E_0 = K:

E_0 = 0.4 · 0.697676 = 0.279071
E_1 = 0.697676/3 = 0.232559

Second factor x − A:

E_0 = 0.4 · 0.279071 + 0.232559 = 0.344187
E_1 = 0.279071/3 + 0.4 · 0.232559 = 0.186047
E_2 = 0.232559/3 = 0.077520

Factor x − B:

E_0 = −0.6 · 0.344187 + 0.186047 = −0.020465
E_1 = 0.344187/3 − 0.6 · 0.186047 + 2 · 0.077520 = 0.158140
E_2 = 0.186047/3 − 0.6 · 0.077520 = 0.015504
E_3 = 0.077520/3 = 0.025840

With √(π/p) = 1.447203 a0, equation (9) gives

S = −0.020465 · 1.447203 = −0.029617 a0⁴.

Direct quadrature of the original product gives the same value to the digits shown. This S is the overlap of unnormalized functions.

*The same integral in plain powers.* With lengths in a0, the polynomial is

(x_P + 0.4)² (x_P − 0.6) = x_P³ + 0.2 x_P² − 0.32 x_P − 0.096.

The odd powers integrate to zero by symmetry. The constant term contributes

−0.096 · 0.697676 · 1.447203 = −0.0969 a0⁴,

and by (7) the quadratic term contributes

(0.2/3) · 0.697676 · 1.447203 = +0.0673 a0⁴.

Their sum is −0.0296 a0⁴, as before. In the Hermite expansion the contribution of the quadratic term is already contained in E_0, put there by the term (t + 1)E_(t+1) of (8).

The numerical check tests rule (1) symbolically for t = 0 to 6, and integrals (2) by quadrature over the same range.

Values computed for the example and the checks

```
exponent a = 0.900 a0^-2, exponent b = 0.600 a0^-2
centre A = 0.000 a0, centre B = 1.000 a0
total exponent p = 1.500 a0^-2, centre P = 0.400 a0
reduced exponent mu = 0.360 a0^-2, prefactor K = 0.697676
point x = 1.100 a0, x_P = 0.700 a0
L_0 at x = 0.479505 a0^-0
L_1 at x = 1.006961 a0^-1
L_2 at x = 0.676103 a0^-2
L_3 at x = -4.621953 a0^-3
x_P L_2 = 0.473272 a0^-1
L_3/(2p) = -1.540651 a0^-1, 2 L_1 = 2.013923 a0^-1
sum of these two terms = 0.473272 a0^-1
sqrt(pi/p) = 1.447203 a0
integral of L_0 by quadrature = 1.447203 a0
largest |integral of L_t|, t = 1 to 6, below 1e-8 (numbers in powers of a0): True
zeros of L_2 at x_P = +/- 0.577350 a0
central area of L_2 = -2.101084 a0^-1
outer area of L_2 = 2.101084 a0^-1
integral of L_1 from P to infinity = 1.000000
integral of x_P^0 L_2 = 0.000000 a0^-1
integral of x_P^1 L_2 = 0.000000 a0^0
integral of x_P^2 L_2 = 2.894405 a0^1
3D integral of L_000 on grid = 3.031014 a0^3
P - A = 0.400 a0, P - B = -0.600 a0
powers i = 1, j = 0:
  E_0 = 0.279071 a0^1
  E_1 = 0.232559 a0^2
powers i = 2, j = 0:
  E_0 = 0.344187 a0^2
  E_1 = 0.186047 a0^3
  E_2 = 0.077520 a0^4
powers i = 2, j = 1:
  E_0 = -0.020465 a0^3
  E_1 = 0.158140 a0^4
  E_2 = 0.015504 a0^5
  E_3 = 0.025840 a0^6
overlap E_0 sqrt(pi/p) = -0.029617 a0^4
overlap by direct quadrature = -0.029617 a0^4
```
